Why tunnel transistors can beat 60 mV per decade, and what stops them

A transistor that is switched by moving a barrier through a thermal distribution of electrons needs about 60 mV of gate voltage for each tenfold change of current at room temperature. A tunnel transistor also draws its electrons from a contact at room temperature. Why can it switch more sharply, and what limits the sharpness when the band edges are not perfect?

**What the source gap does**

Take an n-type tunnel transistor. Its source is p-doped, and electrons tunnel from the source valence band into the channel conduction band. Let E_v be the source valence edge, held fixed and used as the zero of energy, and E_c the channel conduction edge. A positive gate voltage raises the channel potential φ and lowers the electron energy there:

E_c = const − qφ.

The bands share energies when the overlap Δ = E_v − E_c is positive. When it is negative, a gap δ = −Δ remains between the edges.

In a conventional transistor the source has states at all energies above the barrier top. However high the barrier, some electrons in the Fermi tail pass over it, and their number falls by a factor e for each kT of barrier height. In the tunnel transistor the energies above E_v lie in the forbidden gap of the source. The Fermi function still has a tail there, but there are no states for it to fill. Current flows only through the energies between E_c and E_v, and the gate can close this window completely.

To make this quantitative, let a weak matrix element τ connect source and channel, with densities of states ρ_S and ρ_C per spin. The golden rule gives the net current, with a factor 2 for spin:

I = 2q (2π/ħ) ∫ τ² ρ_S ρ_C [f_S(1 − f_D) − f_D(1 − f_S)] dE.

The products f_S f_D cancel, so the bracket is f_S − f_D. Here f_S and f_D are the Fermi functions of source and drain. Using f_D in the channel assumes that its states are in equilibrium with the drain. Comparison with the Landauer form I = (2q/h) ∫ T(E)(f_S − f_D) dE gives

T(E) = 4π² τ² ρ_S ρ_C.

The transmission contains the product of the two densities of states, and it vanishes if either is zero. Take two atomic chains with site energies −2.0 and 1.2, a link τ = 0.02 and an energy −0.3, all in units of the hopping within the chains, and take ρ at the end sites. Wave matching gives T = 5.57×10⁻⁴, and this product agrees with it to within 0.1 %. At an energy inside one band but outside the other, the same matching gives total reflection.

I now write the densities of states as constants times normalised shapes a_v(E) and a_c(E), equal to 1 well inside their bands, and collect the constants in a barrier factor T0:

I = (2q/h) T0 J,  J = ∫ a_v a_c (f_S − f_D) dE.

This describes one spin-degenerate mode with elastic tunnelling. T0 is first taken as independent of energy and gate.

**The swing with sharp edges**

The swing is the potential needed per decade of current. Since log₁₀ I = ln I / ln 10,

S = dφ/d(log₁₀ I) = (ln 10/q) J / [dJ/d(qφ)].

T0 has cancelled. If only a fraction η = dφ/dV_G ≤ 1 of a gate-voltage change reaches the channel, the swing in gate voltage is S/η.

Let both edges be sharp and the drain bias so large that f_D is negligible in the window. With μ the source Fermi level,

d/dE ln[1 + e^((μ−E)/kT)] = −f_S(E)/kT,

so the integral of f_S from E_c to E_v is

J_cut = kT ln[1 + e^((μ−E_c)/kT)] − kT ln[1 + e^((μ−E_v)/kT)].

If the source had no gap, the integral would run to infinity and the second term would be absent:

J_full = kT ln[1 + e^((μ−E_c)/kT)].

The second term does not depend on the gate. Both integrals therefore have the same derivative, the occupation at the moving edge:

dJ/d(qφ) = −dJ/dE_c = f_S(E_c).

It follows that

S_cut / S_full = J_cut / J_full < 1.

The source gap does not make the current respond more strongly to the gate. It removes a background that the gate could not switch off quickly, and the same response is then a larger fraction of what remains.

Three limits show how far this goes.

Without the source gap and with E_c many kT above μ, J_full ≈ kT f_S(E_c), and S_full = kT ln 10/q. This is the thermal value, 59.5 mV per decade at 300 K.

With the source gap and Δ much smaller than kT, f_S hardly changes across the window. Then J_cut ≈ Δ f_S(E_c) and

S_cut ≈ Δ ln 10/q,

which goes to zero as the window closes. The current goes to zero as well, so the steepest part of the curve carries the least current. A different edge shape changes only the prefactor: if J ∝ Δᵖ, then dJ/dΔ = pJ/Δ and S = Δ ln 10/(pq).

In a strongly degenerate source μ lies far below E_v. If E_c also stays many kT above μ, then f_S ≈ e^((μ−E)/kT) throughout the window. With E_v = 0 and E_c = −Δ,

J_cut = kT e^(μ/kT) (e^(Δ/kT) − 1),  f_S(E_c) = e^(μ/kT) e^(Δ/kT),

S_cut = (kT ln 10/q)(1 − e^(−Δ/kT)).

This stays below the thermal value but approaches it once Δ exceeds a few kT, because the window is then filled by a Fermi tail of its own. In the opposite case, with μ many kT above E_v, f_S ≈ 1 in the window and S_cut = Δ ln 10/q for any Δ. This passes the thermal value at Δ = kT. In either case the gain is confined to the first few kT of overlap.

**Where the band tails enter**

Disorder blurs the edges. Suppose that the channel edge varies from place to place and lies at E_c − u, with u ≥ 0 distributed as e^(−u/E_0c)/E_0c. A region contributes at energy E if its edge lies below E, that is, if u > E_c − E. For E < E_c the average density of states is

a_c(E) = ∫ from E_c−E to ∞ of e^(−u/E_0c) du/E_0c = e^(−(E_c−E)/E_0c),

and for E > E_c it is 1. This is an exponential tail with Urbach energy E_0c. The name is borrowed from optical absorption; here it means the decay energy of this band's density of states, which need not equal an optically measured value. In the same way, independent upward shifts of the source edge give a_v = e^(−E/E_0v) for E > 0 and a_v = 1 below.

The two tails do not act alike. A source tail state lies above E_v, and an electron can leave it only if the state is occupied, which the Fermi function makes less likely at higher energy. A channel tail state lies below E_c, where it can receive electrons from the source band or from occupied source tail states. At a fixed energy below E_c, the source occupation does not change as the gate opens the gap. Only the density of channel tail states falls, and no thermal factor is added to that fall.

**The floor set by the channel tail**

Write J = ∫ A(E) a_c(E − E_c) dE, with A = a_v (f_S − f_D) ≥ 0 for positive drain bias. Only E_c depends on the gate, and dE_c = −d(qφ), so

dJ/d(qφ) = ∫ A a_c′ dE.

The prime is the derivative with respect to energy. In the tail a_c′ = a_c/E_0c, and above the edge a_c′ = 0. Everywhere, then, a_c′ ≤ a_c/E_0c, and since A is not negative,

dJ/d(qφ) ≤ J/E_0c,  hence  S ≥ E_0c ln 10/q.

The argument uses only the logarithmic slope of the density of states. A square-root edge √ε, with ε measured from the root's zero, has logarithmic slope 1/(2ε). If it is joined to the tail at ε = E_0c/2, the slopes match there and the root is less steep above, so the same bound holds.

**The floor set by the source tail**

The same derivative can be integrated by parts. The product A a_c vanishes at high energy because A does, and at low energy because a_c does:

dJ/d(qφ) = −∫ A′ a_c dE.

We need the fastest rate at which A can fall with energy. With μ_D = μ − qV_D,

f_S − f_D = f_S(1 − f_D) − f_D(1 − f_S),

and the ratio of the second product to the first is

[f_D/(1 − f_D)] [(1 − f_S)/f_S] = e^((μ_D−E)/kT) e^((E−μ)/kT) = e^(−qV_D/kT).

Therefore f_S − f_D = f_S (1 − f_D)(1 − e^(−qV_D/kT)), where the last factor is independent of energy. The falling rate of A is the sum of three terms:

−d ln a_v/dE ≤ 1/E_0v,
−d ln f_S/dE = (1 − f_S)/kT ≤ 1/kT,
−d ln(1 − f_D)/dE = −f_D/kT ≤ 0.

Hence −A′ ≤ A/λ, with

1/λ = 1/E_0v + 1/kT,

and dJ/d(qφ) ≤ J/λ. Both bounds hold at once, so

S ≥ (ln 10/q) max(E_0c, λ).

Since λ is smaller than both E_0v and kT, equal tails E_0c = E_0v = E_0 give the floor E_0 ln 10/q. For unequal tails the Urbach energy that can appear by itself in the floor is that of the channel. However broad the source tail, its own limit λ ln 10/q stays below the thermal swing. That limit is approached only when E_c lies many kT above μ; source tail states below μ are full and gain no thermal factor.

**Is the floor reached?**

Let the gap δ = E_c be large. If E_0c > λ, most of the current enters channel tail states below E_c. Split J into J_<, from energies below E_c, and J_>, from energies above. Only J_< responds to the slope of a_c:

dJ/d(qφ) = J_</E_0c = (J − J_>)/E_0c.

J_> needs source electrons above E_c and falls as e^(−δ/λ). J falls as e^(−δ/E_0c), because

J e^(δ/E_0c) → ∫ A e^(E/E_0c) dE,

and this integral is finite: at high energy A falls faster than the exponential grows, and at low energy the exponential itself vanishes. So J_>/J → 0 and S → E_0c ln 10/q. For equal tails 1/λ − 1/E_0 = 1/kT, so the relative distance from the floor shrinks as e^(−δ/kT).

If E_0c < λ, measure energy from E_c by writing E = E_c + y. Far in the gap and many kT above μ, A(E_c + y) is proportional to e^(−δ/λ) e^(−y/λ), while a_c(y) cuts off negative y fast enough for the integral to converge. Then J ∝ e^(−δ/λ) and S → λ ln 10/q. The slower of the two exponentials sets the limit in each case.

Removing the source gap corresponds to E_0v → ∞, for which λ → kT. The floor is then (ln 10/q) max(E_0c, kT). The tunnel device has the lower limiting swing if E_0c < kT. If E_0c ≥ kT, both have the same limit, because the channel tail controls both.

**Numbers for a model device**

Take 300 K, where kT = 25.85 meV, with the source Fermi level at E_v and a drain bias of 0.5 V. The barrier has a gap of 0.5 eV, an edge mass of 0.05 electron masses and a length of 10 nm. These are round model values, not those of a particular material.

First let the edges be sharp, with an overlap of 20 meV. Then e^(20/25.85) = 2.17, and

J_cut = 25.85 meV × (ln 3.17 − ln 2) = 11.9 meV.

Without the source gap J_full = 29.8 meV. The common derivative is f_S(E_c) = 2.17/3.17 = 0.684, so

S_cut = 2.303 × 11.9/0.684 ≈ 40 mV per decade,

against 100 mV per decade without the gap. The latter exceeds the thermal value, which is reached only when E_c lies many kT above the Fermi level; here it lies below. At 1 meV overlap the sharp-edge swing is 2.3 mV per decade, and at 50 meV it is 94. It crosses the thermal value at 31 meV. These values belong to step-shaped edges with constant T0, that is, p = 1. For a one-dimensional two-band mode crossing a linear 10 nm drop with the same gap and mass, the transmission vanishes at both edges and p = 2. With the change of the barrier included, the swings at 1, 20 and 50 meV are then about 1.15, 22 and 53 mV per decade, and the crossing lies near 56 meV.

Now give both edges tails of 10 meV. The source limit is

λ = 1/(1/10 + 1/25.85) meV = 7.21 meV, or 16.6 mV per decade,

and the channel limit is 10 meV × 2.303/q = 23.0 mV per decade. The larger value is the floor. At constant T0 the current through the source junction turns on as follows, with positive δ meaning that the edges do not overlap:

δ = 100 meV: I = 1.42×10⁻¹³ A, S = 23.2 mV per decade
δ = 50 meV: I = 1.92×10⁻¹¹ A, S = 24.1 mV per decade
δ = 0: I = 1.34×10⁻⁹ A, S = 39.0 mV per decade
δ = −20 meV: I = 3.15×10⁻⁹ A, S = 71.8 mV per decade

The excess over the floor drops from 1.06 to 0.15 mV per decade between δ = 50 and 100 meV, close to the factor e^(−50/25.85) = 0.14 expected above. With sharp edges the first three currents would be zero. The tails thus replace an abrupt turn-off by an exponential one, and the swing still rises above the thermal value soon after the edges cross, at a few nanoamperes per mode.

Since a local bound also limits any average, N decades need at least N times the floor. Going four decades down from the current at edge alignment takes 100.6 mV, a mean of 25.2 mV per decade. With the same channel tail but no source gap it takes 252.9 mV, or 63.2 mV per decade.

Unequal tails show their different roles. A source tail of 40 meV with a channel tail of 5 meV gives a floor of 36.2 mV per decade, still below thermal. Exchanging the emphasis, 40 meV in the channel and 10 meV in the source, gives 92.1, and the advantage is gone. A broad tail thus does more harm in the channel than in the source, provided μ lies near or below E_v. If μ lies 150 meV above E_v, the 40 meV source tail is full near the edge. The swing is then 87 mV per decade at δ = 20 meV and 81 at 50 meV, close to the value of a broad channel tail, and it falls to 39 only at δ = 200 meV.

Cooling to 77 K lowers the thermal value to 15.3 mV per decade. If the tails stay at 10 meV, the tunnel device remains at 23.0, and so does the device without a source gap. Here kT = 6.64 meV is smaller than E_0c, and the limiting advantage has disappeared.

**When the barrier also changes**

The gate also changes the field in the junction and hence the barrier factor. Treat T0 as a common factor that depends on φ. Logarithmic derivatives add:

d ln I/d(qφ) = d ln J/d(qφ) + d ln T0/d(qφ) ≤ 1/E_0c + b,

where b is the largest value of the last derivative. The channel bound becomes

S ≥ (ln 10/q)/(1/E_0c + b).

For an estimate, let the potential energy drop linearly by U = E_g + Δ over a fixed length L, where E_g is the band gap. An electron at energy ε above the local valence edge has the two-band decay constant κ = √[2mε(1 − ε/E_g)]/ħ. Since dε = (U/L) dx, the WKB exponent for U ≥ E_g is

ln T0 = −2∫κ dx = −(2L/U) ∫ from 0 to E_g of κ dε.

With ε = E_g sin²θ the integral is (π/8) E_g √(2mE_g)/ħ. At alignment, U = E_g, this gives

ln T0 = −(π/4) L √(2mE_g)/ħ = −6.36,  T0 = 1.73×10⁻³.

For U ≥ E_g the exponent varies as 1/U, so d ln T0/dU = |ln T0|/U, which is largest at U = E_g:

b = 6.36/0.5 eV = 12.7 per eV.

For U < E_g the integral stops at ε = U, since the electron reaches the channel while still inside the gap. A numerical scan of U from 0.35 to 0.70 eV found no larger rate. The tail contributes 1/E_0c = 100 per eV, so the bound moves from 23.0 to

2303/(100 + 12.7) = 20.4 mV per decade.

The smallest swing found between δ = −100 and 150 meV is 22.9 mV per decade, at δ = 76 meV. The bound is not attained because its two parts do not peak together: the barrier responds most strongly at alignment, where the window alone still has a swing of 39.0. In this example E_0 ln 10/q therefore remains a good estimate. That it is slightly undercut follows from treating T0 as a common factor. If instead each region has the barrier of its own local edge, with any current F(E_c − u) ≥ 0, the average I over e^(−u/E_0c)/E_0c obeys −dI/dE_c = [I − F(E_c)]/E_0c ≤ I/E_0c. The floor then stays strict, and the swing at δ = 76 meV is 23.4 mV per decade.

**What the answer depends on**

The tail states must exchange electrons with their own contacts faster than tunnelling supplies or drains them. If electrons collect in the channel tail and must first be heated into the band, f_D no longer describes their occupation and the floor derived here does not apply. Phonon-assisted and trap-assisted tunnelling are also left out.

So is tunnelling at the drain, from the channel valence band into the drain conduction band. This current grows as the gate raises the channel bands. In the model device the drain bias in electron volts equals the band gap. If the drain conduction edge lies at the drain Fermi level, the drain window therefore opens just as the source window closes. With a drain junction like the source junction, the two currents would be equal at δ = 0, and the drain current would be the larger one for positive δ. The low currents listed above can be seen only if the drain junction suppresses this path, for example with a longer barrier.

A leakage current I_L that does not depend on the gate adds to I but not to its derivative, so it multiplies the swing by 1 + I_L/I. Where the leakage equals the tunnel current, for example, the swing is doubled. Within these conditions, and with a constant barrier factor, the source gap removes the thermal background, and the larger of E_0c and λ decides how much of the resulting steepness survives. For equal tails that is the Urbach energy of the channel.

Calculated quantities

```
kT at 300 K: 25.85 meV; at 77 K: 6.64 meV
thermal swing: 300 K 59.53, 77 K 15.28 mV/decade
chain test: T exact 5.5705e-04, from DOS product 5.5721e-04
example tails: channel 10 meV, source 10 meV
source Fermi level at valence edge; drain bias 0.5 V
gap 0.5 eV, edge mass 0.05 m_e, length 10 nm
barrier at alignment: ln T = -6.362, T0 = 1.726e-03
sharp edges, closed form:
  overlap 1 meV: S = 2.28 mV/decade
  overlap 10 meV: S = 21.19 mV/decade
  overlap 20 meV: S = 40.00 mV/decade
  overlap 50 meV: S = 93.75 mV/decade
sharp-edge S equals thermal swing at overlap 31.0 meV
at 20 meV overlap J_cut 11.89 meV, J_full 29.81 meV
  S without source gap there: 100.30 mV/decade
turn-on at constant T0 (gap>0: edges do not overlap):
gap meV | I sharp A | I tails A | S tails | S no source gap (mV/dec)
   150 | 0.000e+00 | 9.724e-16 | 23.05 | 59.75
   100 | 0.000e+00 | 1.423e-13 | 23.17 | 60.93
    50 | 0.000e+00 | 1.917e-11 | 24.09 | 67.16
    20 | 0.000e+00 | 2.981e-10 | 27.06 | 78.68
     0 | 0.000e+00 | 1.337e-09 | 38.97 | 92.85
   -20 | 1.590e-09 | 3.146e-09 | 71.78 | 113.98
   -50 | 4.756e-09 | 6.515e-09 | 123.79 | 158.93
four decades below alignment: tunnel 100.6 mV, no source gap 252.9 mV
  mean swings: 25.16 and 63.21 mV/decade
lambda for 10 meV source tail at 300 K: 7.21 meV, 16.60 mV/decade
floors (source tail inf = no source gap), numerical S at gap 400 meV:
  300 K, channel 10, source 10 meV: formula 23.03, numerical 23.03 mV/decade
  300 K, channel 0, source 40 meV: formula 36.16, numerical 36.16 mV/decade
  300 K, channel 5, source 40 meV: formula 36.16, numerical 36.16 mV/decade
  300 K, channel 40, source 10 meV: formula 92.10, numerical 92.10 mV/decade
  300 K, channel 10, source inf meV: formula 59.53, numerical 59.53 mV/decade
  77 K, channel 10, source 10 meV: formula 23.03, numerical 23.03 mV/decade
  77 K, channel 10, source inf meV: formula 23.03, numerical 23.03 mV/decade
largest barrier rate b: 12.72 per eV; tail rate 100 per eV
bound with changing barrier: 20.43 mV/decade
smallest S found with it: 22.87 mV/decade at gap 76 meV (scan -100 to 150)
```
